# Irreducible parts of rank-3 tensors and hyper-Rayleigh depolarisation ratios: test program

```python
"""
Result under test
  A general rank-3 Cartesian tensor splits under rotation as 7+5+5+3+3+3+1.
  For a fully symmetric (Kleinman) hyperpolarisability beta, the hyper-Rayleigh
  ratio D = <beta_XZZ^2>/<beta_ZZZ^2>, averaged over all orientations, is
  1/9 (pure rank 1), 2/3 (pure rank 3) and 1/5 (rod, only beta_zzz nonzero).

Symbols
  J        rank (angular momentum) of an irreducible part
  norm2    sum of squares of all 27 components
  X, Z     laboratory axes expressed in the molecular frame
  beta     defined by p_i = (1/2) beta_ijk F_j F_k, in e^3 A^3/eV^2
"""
from itertools import permutations
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants, e as charge
from scipy.special import eval_legendre

identity = np.eye(3)
eps = np.zeros((3, 3, 3))
for perm in permutations(range(3)):
    eps[perm] = np.linalg.det(identity[list(perm)])


def norm2(tensor):
    return float(np.sum(tensor**2))


def symmetrise(tensor):
    return sum(np.transpose(tensor, p) for p in permutations(range(3))) / 6


def vector_part(a, b, c):
    """a_i delta_jk + b_j delta_ik + c_k delta_ij"""
    return (np.einsum('i,jk->ijk', a, identity)
            + np.einsum('j,ik->ijk', b, identity)
            + np.einsum('k,ij->ijk', c, identity))


def symmetric_traceless(matrix):
    return (matrix + matrix.T) / 2 - identity * np.trace(matrix) / 3


def decompose(tensor):
    """Explicit contraction formulas for the parts J = 0, 1, 2, 3."""
    scalar = eps * np.sum(eps * tensor) / 6
    u = np.einsum('ijj->i', tensor)
    v = np.einsum('iji->j', tensor)
    w = np.einsum('iik->k', tensor)
    vector = vector_part((4*u - v - w)/10, (4*v - u - w)/10, (4*w - u - v)/10)
    m = symmetric_traceless(np.einsum('lij,ijk->lk', eps, tensor))
    n = symmetric_traceless(np.einsum('ljk,ijk->li', eps, tensor))
    r, s = (2*m + n)/3, (m + 2*n)/3
    second = np.einsum('ijl,lk->ijk', eps, r) + np.einsum('jkl,li->ijk', eps, s)
    sym = symmetrise(tensor)
    t = np.einsum('iik->k', sym) / 5
    third = sym - vector_part(t, t, t)
    return [scalar, vector, second, third]


# ---- Decomposition against diagonalisation of the total J^2 on 27 components
j_squared = np.zeros((27, 27))
for g in eps:
    total = (np.kron(np.kron(g, identity), identity)
             + np.kron(np.kron(identity, g), identity)
             + np.kron(np.kron(identity, identity), g))
    j_squared -= total @ total
eigenvalues, eigenvectors = np.linalg.eigh(j_squared)
basis_parts = [decompose(row.reshape(3, 3, 3)) for row in np.eye(27)]
symmetriser = np.array([symmetrise(row.reshape(3, 3, 3)).ravel()
                        for row in np.eye(27)]).T
print("Decomposition of 27 components (from eigenvalues of J^2)")
for J in range(4):
    chosen = eigenvectors[:, np.abs(eigenvalues - J*(J + 1)) < 1e-8]
    spectral = chosen @ chosen.T
    explicit = np.array([parts[J].ravel() for parts in basis_parts]).T
    assert np.allclose(spectral, explicit, atol=1e-11)
    dimension = chosen.shape[1]
    copies = dimension // (2*J + 1)
    assert dimension == copies*(2*J + 1) and copies == [1, 3, 2, 1][J]
    kleinman = np.trace(spectral @ symmetriser)
    assert abs(kleinman - [0, 3, 0, 7][J]) < 1e-10
    print(f"J={J}: dimension {dimension}, copies {copies}, "
          f"fully symmetric components {abs(kleinman):.0f}")

print("Squared norms of parts J=0,1,2,3 (dimensionless)")
for label, index in (("xyz", (0, 1, 2)), ("xxy", (0, 0, 1))):
    sample = np.zeros((3, 3, 3))
    sample[index] = 1
    pieces = decompose(sample)
    assert np.allclose(sum(pieces), sample)
    assert abs(sum(map(norm2, pieces)) - 1) < 1e-12
    print(f"unit tensor {label}: " + ", ".join(f"{norm2(p):.4f}" for p in pieces))

# ---- Orientation average by quadrature that integrates degree 6 fully
nodes, node_weights = np.polynomial.legendre.leggauss(6)
angles = 2*np.pi*np.arange(8)/8
X, Z, weights = [], [], []
for c, wt in zip(nodes, node_weights):
    s = np.sqrt(1 - c*c)
    for al in angles:
        e_theta = np.array([c*np.cos(al), c*np.sin(al), -s])
        e_phi = np.array([-np.sin(al), np.cos(al), 0])
        for ga in angles:
            Z.append([s*np.cos(al), s*np.sin(al), c])
            X.append(np.cos(ga)*e_theta + np.sin(ga)*e_phi)
            weights.append(wt/2/64)
X, Z, weights = np.array(X), np.array(Z), np.array(weights)
assert abs(weights.sum() - 1) < 1e-13


def averages(beta):
    """Return <beta_ZZZ^2>, <beta_XZZ^2> from explicitly rotated tensors."""
    zzz = np.einsum('ijk,ni,nj,nk->n', beta, Z, Z, Z, optimize=True)
    xzz = np.einsum('ijk,ni,nj,nk->n', beta, X, Z, Z, optimize=True)
    return float(weights @ zzz**2), float(weights @ xzz**2)


rng = np.random.default_rng(7)
ratios = {1: [], 3: []}
for trial in range(5):
    beta = symmetrise(rng.normal(size=(3, 3, 3)))
    parts = decompose(beta)
    for J in (1, 3):
        par, perp = averages(parts[J])
        ratios[J].append(perp/par)
        assert abs(perp/par - J*(J + 1)/18) < 1e-11
    par, perp = averages(beta)
    n1, n3 = norm2(parts[1]), norm2(parts[3])
    assert abs(par - (n1/5 + 2*n3/35)) < 1e-11
    assert abs(perp - (n1/45 + 4*n3/105)) < 1e-11
    # beta_XZZ is one third of the derivative of the cubic form along X
    step = 1e-4
    cubic = [np.einsum('ijk,i,j,k', beta, q, q, q) for q in
             (np.cos(step)*Z[17] + sign*np.sin(step)*X[17] for sign in (1, -1))]
    direct = np.einsum('ijk,i,j,k', beta, X[17], Z[17], Z[17])
    assert abs((cubic[0] - cubic[1])/(2*step)/3 - direct) < 1e-6
print("Depolarisation ratio D of random Kleinman tensors (dimensionless)")
print(f"pure rank 1: {np.mean(ratios[1]):.6f}")
print(f"pure rank 3: {np.mean(ratios[3]):.6f}")

# ---- Without Kleinman symmetry the rank alone does not fix D
axis = np.array([0., 0., 1.])
a_coef, b_coef = 1.0, -0.25
par, perp = averages(vector_part(a_coef*axis, b_coef*axis, b_coef*axis))
assert abs(perp/par - a_coef**2/(a_coef + 2*b_coef)**2) < 1e-11
print(f"rank 1 without Kleinman, a={a_coef:.2f}, b={b_coef:.2f}: D={perp/par:.4f}")
raw = rng.normal(size=(3, 3, 3))
rank_two = decompose((raw + raw.transpose(0, 2, 1))/2)[2]
assert np.allclose(rank_two, rank_two.transpose(0, 2, 1))
par, perp = averages(rank_two)
assert par < 1e-20 and perp > 1e-3

# ---- Two-state charge-transfer arm: energy derivative against sum over states
gap, transition, change = 3.0, 1.0, 2.0
mp.mp.dps = 60


def ground_energy(field):
    h = mp.matrix([[0, -transition*field],
                   [-transition*field, gap - change*field]])
    return min(mp.eigsy(h, eigvals_only=True))


h = mp.mpf(10)**-8
third_derivative = (ground_energy(2*h) - 2*ground_energy(h)
                    + 2*ground_energy(-h) - ground_energy(-2*h))/(2*h**3)
beta_arm = float(-third_derivative)
assert abs(beta_arm - 6*transition**2*change/gap**2) < 1e-10
bohr = physical_constants['Bohr radius'][0]*1e10
hartree = physical_constants['Hartree energy in eV'][0]
atomic_unit = bohr**3/hartree**2
si_unit = physical_constants['atomic unit of 1st hyperpolarizability'][0]
assert abs(atomic_unit*charge*1e-30/si_unit - 1) < 1e-7
print("Two-state arm")
print(f"gap {gap:.1f} eV, transition dipole {transition:.1f} e A, "
      f"dipole change {change:.1f} e A")
print(f"beta of one arm: {beta_arm:.4f} e^3 A^3/eV^2")
print(f"beta of one arm: {beta_arm/atomic_unit:.0f} atomic units")

# ---- Assemblies of uncoupled arms
cone_cos = np.sqrt(3/5)
cone_sin = np.sqrt(1 - cone_cos**2)


def planar(degrees):
    phi = np.radians(degrees)
    return np.array([np.cos(phi), np.sin(phi), 0*phi]).T


quarter = np.radians([0., 90., 180., 270.])
assemblies = {
    "one rod": planar(np.array([0.])),
    "two arms at 60 deg": planar(np.array([0., 60.])),
    "three planar arms at 120 deg": planar(np.array([0., 120., 240.])),
    "four arms on cone": np.array([cone_sin*np.cos(quarter),
                                   cone_sin*np.sin(quarter),
                                   cone_cos + 0*quarter]).T}
print(f"cone half-angle: {np.degrees(np.arccos(cone_cos)):.2f} deg")
print("Norms and averages in (e^3 A^3/eV^2)^2, D dimensionless")
results = {}
for name, arms in assemblies.items():
    beta = beta_arm*np.einsum('ni,nj,nk->ijk', arms, arms, arms)
    parts = decompose(beta)
    n1, n3 = norm2(parts[1]), norm2(parts[3])
    par, perp = averages(beta)
    cosines = np.clip(arms @ arms.T, -1, 1)
    p1, p3 = cosines.sum(), eval_legendre(3, cosines).sum()
    assert abs(perp/par - (7*p1 + 8*p3)/(63*p1 + 12*p3)) < 1e-10
    results[name] = (n1, n3, par, perp)
    print(f"{name}:")
    print(f"  norm2 rank 1 {abs(n1):.4f}, norm2 rank 3 {abs(n3):.4f}")
    print(f"  <ZZZ^2> {par:.5f}, <XZZ^2> {perp:.5f}, D {perp/par:.6f}")

n1, n3, par, perp = results["one rod"]
assert abs(perp/par - 1/5) < 1e-11 and abs(n1/n3 - 3/2) < 1e-11
assert abs(par - beta_arm**2/7) < 1e-11
assert abs(perp - beta_arm**2/35) < 1e-11
n1, n3, par, perp = results["three planar arms at 120 deg"]
assert n1 < 1e-20 and abs(perp/par - 2/3) < 1e-11
n1, n3, par, perp = results["four arms on cone"]
assert n3 < 1e-20 and abs(perp/par - 1/9) < 1e-11

print("done: every assertion held")
```

Running it gives:

```
Decomposition of 27 components (from eigenvalues of J^2)
J=0: dimension 1, copies 1, fully symmetric components 0
J=1: dimension 9, copies 3, fully symmetric components 3
J=2: dimension 10, copies 2, fully symmetric components 0
J=3: dimension 7, copies 1, fully symmetric components 7
Squared norms of parts J=0,1,2,3 (dimensionless)
unit tensor xyz: 0.1667, 0.0000, 0.6667, 0.1667
unit tensor xxy: 0.0000, 0.4000, 0.3333, 0.2667
Depolarisation ratio D of random Kleinman tensors (dimensionless)
pure rank 1: 0.111111
pure rank 3: 0.666667
rank 1 without Kleinman, a=1.00, b=-0.25: D=4.0000
Two-state arm
gap 3.0 eV, transition dipole 1.0 e A, dipole change 2.0 e A
beta of one arm: 1.3333 e^3 A^3/eV^2
beta of one arm: 6662 atomic units
cone half-angle: 39.23 deg
Norms and averages in (e^3 A^3/eV^2)^2, D dimensionless
one rod:
  norm2 rank 1 1.0667, norm2 rank 3 0.7111
  <ZZZ^2> 0.25397, <XZZ^2> 0.05079, D 0.200000
two arms at 60 deg:
  norm2 rank 1 3.2000, norm2 rank 3 0.8000
  <ZZZ^2> 0.68571, <XZZ^2> 0.10159, D 0.148148
three planar arms at 120 deg:
  norm2 rank 1 0.0000, norm2 rank 3 4.0000
  <ZZZ^2> 0.22857, <XZZ^2> 0.15238, D 0.666667
four arms on cone:
  norm2 rank 1 10.2400, norm2 rank 3 0.0000
  <ZZZ^2> 2.04800, <XZZ^2> 0.22756, D 0.111111
done: every assertion held
```
